# Standard Error of the Weibull Slope from Complete Lifetimes

## The decision and the result

Before a measured Weibull slope is used to project oxide breakdown from small test capacitors to a whole chip, someone must decide how many capacitors to break. The projection divides a large logarithm by the slope, so a modest slope error can become a large factor in lifetime. The sample size therefore follows from the slope's standard error.

Let $n$ independent devices all be run to failure, with lifetimes distributed as

$$F(t)=1-\exp\left[-(t/\eta)^\beta\right],\qquad t>0 .$$

The slope $\beta>0$ and the scale $\eta>0$ are both unknown, and there is no threshold time. If $b$ is the maximum-likelihood estimate of $\beta$, then for large $n$

$$\frac{\mathrm{SE}(b)}{\beta}\simeq\frac{\sqrt6}{\pi}\frac1{\sqrt n}=\frac{0.78}{\sqrt n}.$$

The error is relative to the true slope, and the coefficient depends on neither parameter. The method of estimation matters: a straight line fitted to a Weibull plot is a different estimator, with a wider spread in the example below.

## Log density and scores

Differentiating $F$ gives the density

$$f(t)=\frac{\beta}{t}\left(\frac t\eta\right)^\beta \exp\left[-(t/\eta)^\beta\right].$$

Define $\lambda=\ln\eta$, $L=\ln t-\lambda$ and $z=(t/\eta)^\beta=e^{\beta L}$. Using $\lambda$ in place of $\eta$ removes the time unit from the algebra. The log density is

$$\ln f=\ln\beta+\beta L-\ln t-z .$$

The variable $z$ has a parameter-free distribution, because

$$P(z>x)=P(t>\eta x^{1/\beta})=e^{-x}.$$

It is a unit exponential variable, so every average below is an integral over $e^{-z}$.

The scores are the derivatives of $\ln f$ with respect to the parameters at fixed $t$. Since $\partial z/\partial\beta=zL$ and $\partial z/\partial\lambda=-\beta z$,

$$s_\beta=\frac1\beta+L-zL=\frac{1+(1-z)\ln z}{\beta},\qquad s_\lambda=-\beta+\beta z=\beta(z-1).$$

The second form of $s_\beta$ uses $L=\ln z/\beta$.

## The averages needed

Differentiating $\Gamma(1+a)=\int_0^\infty z^a e^{-z}\,dz$ with respect to $a$ gives

$$E[z^a\ln z]=\Gamma'(1+a),\qquad E[z^a\ln^2z]=\Gamma''(1+a).$$

With $\psi=\Gamma'/\Gamma$, these derivatives are $\Gamma'=\Gamma\psi$ and $\Gamma''=\Gamma(\psi'+\psi^2)$. Values of $\psi$ follow from Euler's limit

$$\Gamma(x)=\lim_{N\to\infty}\frac{N!\,N^x}{x(x+1)\cdots(x+N)} .$$

Its logarithmic derivative, and the derivative of that, are

$$\psi(x)=\lim_{N\to\infty}\left[\ln N-\sum_{k=0}^N\frac1{x+k}\right],\qquad \psi'(x)=\sum_{k=0}^\infty\frac1{(x+k)^2}.$$

At $x=1$ the first is $-\gamma$, by the definition of Euler's constant $\gamma$, and the second is $\sum_{k\ge1}1/k^2=\pi^2/6$. Moving from $x=1$ to $x=2$ removes the first term of each sum, so $\psi(2)=1-\gamma$ and $\psi'(2)=\pi^2/6-1$. As $\Gamma(1)=\Gamma(2)=1$,

$$E[\ln z]=-\gamma,\qquad E[z\ln z]=1-\gamma,$$

$$E[z\ln^2z]=\frac{\pi^2}{6}-1+(1-\gamma)^2 .$$

Both scores have zero mean: $E[s_\lambda]=\beta(1-1)=0$ and $\beta E[s_\beta]=1-\gamma-(1-\gamma)=0$.

## The information matrix and its inverse

The Fisher information per device is the covariance matrix of the scores. It also equals minus the mean matrix of second derivatives of $\ln f$. To see this, write the zero mean as $\int s_i f\,dt=0$ and differentiate with respect to parameter $j$. Since $\partial_jf=s_jf$, this gives $E[\partial_js_i]+E[s_is_j]=0$. The differentiation may be taken inside the integral because the range of $t$ does not depend on the parameters and the integrals converge uniformly near the true values.

At fixed $t$ and $\lambda$, $L$ does not depend on $\beta$. Hence

$$-\frac{\partial s_\beta}{\partial\beta}=\frac1{\beta^2}+zL^2=\frac{1+z\ln^2z}{\beta^2},$$

$$-\frac{\partial s_\lambda}{\partial\beta}=-(z-1)-\beta zL=-(z-1)-z\ln z,$$

$$-\frac{\partial s_\lambda}{\partial\lambda}=\beta^2z .$$

Averaging with the moments above gives

$$I_{\beta\beta}=\frac{\pi^2/6+(1-\gamma)^2}{\beta^2},\qquad I_{\beta\lambda}=-(1-\gamma),\qquad I_{\lambda\lambda}=\beta^2 .$$

In the determinant the terms in $(1-\gamma)^2$ cancel:

$$\det I=\frac{\pi^2}{6}+(1-\gamma)^2-(1-\gamma)^2=\frac{\pi^2}{6}.$$

Exchanging the diagonal elements, reversing the sign of the off-diagonal ones and dividing by the determinant gives

$$I^{-1}=\frac6{\pi^2}\begin{pmatrix}\beta^2&1-\gamma\\ 1-\gamma&\left[\pi^2/6+(1-\gamma)^2\right]/\beta^2\end{pmatrix}.$$

The upper left element is $6\beta^2/\pi^2$. Divided by $n$, it is the asymptotic variance of the slope, provided that the estimator attains $I^{-1}/n$, which is shown next.

If $\eta$ were known, the variance per device would be $1/I_{\beta\beta}$ and the coefficient would be

$$\left[\pi^2/6+(1-\gamma)^2\right]^{-1/2}=0.74 .$$

The difference between 0.74 and 0.78 is the cost of not knowing the scale. A change of slope can be partly imitated by a change of scale, and that part of the slope score carries no separate information about $\beta$.

## Why maximum likelihood attains this error

For a trial slope $b$, setting the summed $\lambda$ score to zero gives $\sum_i z_i=n$, or

$$\hat\eta^{\,b}=\frac1n\sum_i t_i^b .$$

This is the maximum over $\lambda$, since the second derivative $-b^2\sum_i z_i$ is negative. The derivative of the remaining log likelihood is the summed slope score at $\lambda=\hat\lambda(b)$. The movement of $\hat\lambda$ with $b$ does not contribute, because the $\lambda$ derivative vanishes there. Thus

$$\frac nb+\sum_iL_i-\sum_iz_iL_i=\frac nb+\sum_i\ln t_i-\sum_iz_i\ln t_i=-n\,g(b).$$

The terms in $\lambda$ cancelled because $\sum_i z_i=n$. Inserting $z_i=n\,t_i^b/\sum_jt_j^b$,

$$g(b)=\frac{\sum_it_i^b\ln t_i}{\sum_it_i^b}-\frac1b-\frac1n\sum_i\ln t_i .$$

The derivative of the first term is the variance of $\ln t_i$ with weights proportional to $t_i^b$. Therefore $g'(b)$ is a non-negative variance plus $1/b^2$, and $g$ increases. It tends to $-\infty$ as $b\to0$, and to $\ln t_{\max}$ minus the mean of $\ln t$ as $b\to\infty$. That limit is positive unless all lifetimes coincide. There is one root, and the likelihood rises before it and falls after it.

The root also tends to the right value. Put $r=b/\beta$ and $t=\eta z^{1/\beta}$. By the law of large numbers the first term of $g$ tends to

$$\lambda+\frac1\beta\frac{E[z^r\ln z]}{E[z^r]}=\lambda+\frac{\psi(1+r)}\beta ,$$

while the mean of $\ln t$ tends to $\lambda-\gamma/\beta$. With $1/b=1/(r\beta)$ and $\psi(1+r)=\psi(r)+1/r$,

$$g(b)\to\frac{\psi(1+r)-1/r+\gamma}{\beta}=\frac{\psi(r)+\gamma}{\beta}.$$

Since $\psi'>0$, the limit vanishes at $r=1$ and nowhere else. For any small $\epsilon$, $g(\beta-\epsilon)$ is negative and $g(\beta+\epsilon)$ positive with probability tending to one, which traps the root near $\beta$. The formula for $\hat\eta$ then makes $\hat\lambda$ tend to $\lambda$.

Finally, let $\theta=(\beta,\lambda)$ and expand the two likelihood equations about the true values:

$$0=\frac1{\sqrt n}\sum_is_i(\theta)+\left[\frac1n\sum_i\partial s_i\right]\sqrt n\,(\hat\theta-\theta).$$

The derivatives in the bracket are taken at points between $\theta$ and $\hat\theta$. Third derivatives of $\ln f$ near the truth are bounded by powers of $t$ and $|\ln t|$, whose means are finite, so the bracket tends to $-I$. By the central limit theorem the first term tends to a normal vector with covariance $I$. Solving,

$$\sqrt n\,(\hat\theta-\theta)\to I^{-1}N(0,I)=N(0,I^{-1}),$$

because $I^{-1}II^{-1}=I^{-1}$. Taking the slope component and dividing by $\beta$ gives the stated result.

In 10,000 simulated samples of 500 lifetimes with $\beta=1.5$, the spread of $b/\beta$ times $\sqrt{500}$ was 0.782 with $\eta$ unknown and 0.739 with $\eta$ known.

## Solving for the slope

Use $x_i=\ln t_i$ minus its sample mean. The last term of $g$ then vanishes, and a common factor in the weights $e^{bx_i}$ cancels, so the largest exponent may be subtracted to prevent overflow. Since $\ln t=\lambda+\ln z/\beta$ and the variance of $\ln z$ is $\psi'(1)=\pi^2/6$, a starting value is $b_0=\pi/(\sqrt6\,s_x)$, where $s_x$ is the standard deviation of the $x_i$. Newton's method can follow, with bisection as a safeguard because $g$ is monotonic. For large $n$, report $0.78\,b/\sqrt n$ as the estimated absolute standard error, with $b$ standing in for the unknown $\beta$. In small samples this is somewhat too low.

## Error of a projected lifetime

Let a chip contain $R$ times the test area. If equal areas fail independently and the first failure ends the chip's life, their survival probabilities multiply:

$$1-p=\exp\left[-R(t_p/\eta)^\beta\right].$$

Taking logarithms twice gives

$$\ln t_p=\lambda+\frac w\beta,\qquad w=\ln\left[\frac{-\ln(1-p)}R\right].$$

The derivatives of $\ln t_p$ with respect to $(\beta,\lambda)$ are $(-w/\beta^2,\,1)$. To leading order in $1/n$, combining them with $I^{-1}/n$ gives

$$\mathrm{Var}(\ln\hat t_p)=\frac6{n\pi^2\beta^2}\left[w^2-2w(1-\gamma)+\frac{\pi^2}{6}+(1-\gamma)^2\right]$$

$$=\frac1{n\beta^2}\left[1+\frac6{\pi^2}(1-\gamma-w)^2\right].$$

The smallest error, $1/(\beta\sqrt n)$, occurs at $w=1-\gamma$, a time somewhat above $\eta$. Far into the early tail $|w|$ is large, and the error tends to $(0.78/\sqrt n)\,|w|/\beta$. This is the relative slope error multiplied by the logarithmic distance of the projection from $\eta$.

## A stopped test

If the test ends at $t=\eta$, the sample is no longer complete. Let $\delta=1$ for a failure and 0 for a survivor, and evaluate $z$ at the failure or stopping time. A survivor contributes $\ln(1-F)=-z$, so one device contributes

$$\delta(\ln\beta+\beta L-\ln t)-z .$$

Minus its second derivatives are $(\delta+z\ln^2z)/\beta^2$, $-(z-\delta)-z\ln z$ and $\beta^2z$. Survivors have $z=1$ and $\ln z=0$. The failed fraction is $P=1-e^{-1}$, and

$$E[z]=\int_0^1ze^{-z}\,dz+e^{-1}=(1-2e^{-1})+e^{-1}=P .$$

With $A_k=\int_0^1z\ln^kz\,e^{-z}\,dz$, the information elements are $(P+A_2)/\beta^2$, $-A_1$ and $\beta^2P$. Inversion gives

$$\frac{\mathrm{SE}(b)}\beta\simeq\frac1{\sqrt n}\sqrt{\frac P{P(P+A_2)-A_1^2}}=\frac{1.13}{\sqrt n}.$$

Here $n$ counts all devices placed on test, of which 63 % are expected to fail. The value 0.78 must not be used for such data.

## Worked example: a thin gate oxide

Take 50 capacitors of $10^{-5}$ cm², with $\beta=1.5$ and $\eta=200$ s under constant-voltage stress. The relative slope error is

$$0.7797/\sqrt{50}=0.110,$$

or 11.0 %, which is 0.165 in the slope itself. For a 5 % error the large-sample formula gives $n=(0.7797/0.05)^2$, rounded up to 244 devices. The simulated spread at that size is about 5.1 %, so roughly ten more devices are needed to reach the target.

Project to 0.1 cm² and a failure fraction of $10^{-4}$, still at the stress voltage. Then $R=10^4$, $w\simeq\ln(10^{-8})=-18.42$, and

$$t_p=200\,e^{-18.42/1.5}\ \mathrm{s}=9.3\times10^{-4}\ \mathrm{s}.$$

With $1-\gamma=0.42$, the error is

$$\mathrm{SE}(\ln\hat t_p)=\frac1{1.5\sqrt{50}}\sqrt{1+\frac6{\pi^2}(0.42+18.42)^2}=1.39 .$$

In the large-sample normal approximation, one standard error is therefore a factor $e^{1.39}=4.0$ in either direction. An 11 % slope error has become a fourfold lifetime uncertainty because the projection spans $18.42/1.5=12.3$ units of $\ln t$.

Fifty devices are not infinitely many. In 20,000 simulated samples of this size the mean slope was 2.9 % too high, and the spread was 11.8 % of the true slope instead of 11.0 %. Relative to each estimator's own mean, the spread was 11.5 % for maximum likelihood and 14.7 % for an unweighted line fit. That fit used median ranks $(i-0.3)/(n+0.4)$ and regressed $\ln[-\ln(1-F)]$ on $\ln t$. The upward bias of the slope makes the projected lifetime too long: at this size its median is about 1.3 times the true value, and the central 68 % of projections lie between about 1/3.3 and 4.8 times the true value rather than within a symmetric factor of 4.0. Stopping the test at $\eta$ would raise the asymptotic slope error to 16.0 %, and the simulated spread for 50 devices to about 17 %.

## What real oxides change

The example represents an oxide of 2.5 nm with 3.6 V across it, a field of 14.4 MV/cm. The slope and scale are rough typical values for accelerated stress on such a film. The field is far above that of normal use, so the projected millisecond is not a product lifetime. Extrapolation to the operating voltage adds an uncertainty not included here. Real devices also break the assumption of one common $\eta$. With the sizes assumed below, a single very early defect moves the slope most, by 11.4 %; the ranking depends on those assumed sizes.

Thickness scatter can be estimated with Fowler–Nordheim tunnelling, $J\propto E^2e^{-B/E}$. For barrier height $\phi$ and tunnelling mass $m$, the exponent is twice the integrated decay constant through a triangular barrier:

$$\frac BE=\frac2\hbar\int_0^{\phi/eE}\sqrt{2m(\phi-eEx)}\,dx=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar eE}.$$

Rough values of 3.1 eV and 0.42 electron masses give $B=242$ MV/cm, or 24.2 V/nm. Assume that the charge to breakdown does not change with small thickness variations, so that $\eta\propto1/J$. At fixed oxide voltage $V$ and thickness $d$, with $E=V/d$,

$$\frac{d\ln\eta}{dd}=\frac2d+\frac BV\simeq0.8+6.7=7.5\ \mathrm{nm}^{-1}.$$

A thickness scatter of 0.02 nm thus gives $\ln\eta$ a standard deviation $s=0.150$. The voltage is only slightly above the 3.1 V needed for a triangular barrier, so this is an estimate of size: exact transmission through the same barrier gives about 6.9 to 7.8 nm$^{-1}$, depending on how the emitter is described. In thin oxides at fixed voltage the charge to breakdown also tends to rise with thickness, which would make the real sensitivity larger than this estimate.

If $\ln\eta$ has normal scatter $s$, $E[t^b]$ gains a factor $e^{b^2s^2/2}$. The first term of the limiting $g$ is the derivative of $\ln E[t^b]$, so it gains $bs^2$. Multiplying the limiting equation by $\beta$ gives the apparent slope ratio $r=b/\beta$:

$$\psi(r)+\gamma+r\beta^2s^2=0 .$$

For small scatter, $\psi(r)+\gamma\simeq(\pi^2/6)(r-1)$, hence $r-1\simeq-6\beta^2s^2/\pi^2$. The full equation gives a shift of $-2.9$ %; a simulated sample of two million lifetimes gave $-3.0$ %. The shift is similar in size and opposite in sign to the finite-sample bias at $n=50$, but it does not shrink as $n$ grows. It increases quickly with the scatter: 0.04 nm gives $-10$ % and 0.05 nm gives $-15$ %.

For temperature scatter $\Delta T$ and activation energy $E_a$, $s=E_a\Delta T/(k_BT^2)$. With roughly 0.6 eV, 398 K and 0.5 K this is 0.022, and the slope shift is $-0.07$ %, which is negligible here.

In this example, one capacitor with a very early failure matters more. Replacing one of the 50 lifetimes by $\eta/1000=0.2$ s lowered the mean fitted slope by 11.4 %, about one standard error; a failure at $\eta/100$ lowers it by about 8 %. The formula $0.78/\sqrt n$ gives no warning of this, because it describes sampling error within a single Weibull population. Before it is used to set a sample size, data from earlier tests should be examined for a separate early-failure population. The inputs and results are collected in the numerical output.

## Values computed for the example and the checks

```
slope beta (input): 1.50
scale eta (input): 200 s
devices n (input): 50
test area, chip gate area: 1e-05, 0.1 cm2
target failure fraction: 1e-04
information beta,beta: 0.8105
information beta,ln eta: -0.4228
information ln eta,ln eta: 2.2500
determinant: 1.6449; pi^2/6: 1.6449
coefficient sqrt(6)/pi: 0.7797
coefficient from integrated information: 0.7797
coefficient simulated, n=500: 0.782
coefficient if eta known: 0.7405
same, simulated, n=500: 0.739
relative slope error, example: 11.0 %
absolute slope error, example: 0.165
devices for 5 % slope error: 244
projection variable w: -18.42
projected life at stress: 9.28e-04 s
standard error of ln(life): 1.39
one-sigma factor on life: 4.0
ln(life) coefficient, formula: 9.82
ln(life) coefficient, simulated n=500: 9.81
n=50 simulated spread of ln(life): 1.39
n=50 mean slope bias: 2.9 %
n=50 slope spread over true beta: 11.8 %
n=50 spread over mean, max. likelihood: 11.5 %
n=50 spread over mean, line fit: 14.7 %
oxide thickness, scatter: 2.5, 0.02 nm
oxide voltage: 3.6 V; field: 14.4 MV/cm
barrier: 3.1 eV; mass: 0.42 m_e
Fowler-Nordheim constant: 242 MV/cm
d ln(eta)/d thickness: 7.51 1/nm
scatter of ln(eta) from thickness: 0.150
slope shift from thickness: -2.9 %
same, simulated: -3.0 %
activation energy: 0.6 eV
temperature, scatter: 398, 0.5 K
scatter of ln(eta) from temperature: 0.022
slope shift from temperature: -0.07 %
failed fraction if stopped at eta: 63.2 %
coefficient if stopped at eta: 1.133
slope error if stopped at eta: 16.0 %
defective capacitor fails at: 0.2 s
mean slope shift from one defect: -11.4 %
```
